# Relaxational Internal Friction of Silica from Standard Tunnelling Systems: verification in Python

```python
# Result under test: relaxational internal friction of standard tunnelling
# systems tends to (pi/2)*C, C = pbar*gamma^2/(rho*v^2), if the fastest
# relaxation rate is far above, and the slowest far below, the drive frequency.
# Symbols: asym = asymmetry, tun = tunnelling amplitude, both in J;
# E = sqrt(asym^2 + tun^2); density of systems pbar/tun for asym >= 0;
# strain e shifts asym by 2*gamma*e; rate = A*tun^2*E*coth(E/2kT);
# r = omega/(A*(2kT)^3) is the reduced drive frequency.
import numpy as np
from scipy.constants import hbar, h, k, e as qe, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Rough typical values for vitreous silica
rho, v_l, v_t = 2200.0, 5800.0, 3800.0
gam_l, gam_t = 1.0 * qe, 0.65 * qe
pbar = 8.0e44
freq, T0 = 1.0e3, 1.0
omega0 = 2 * pi * freq
A0 = (gam_l**2 / v_l**5 + 2 * gam_t**2 / v_t**5) / (2 * pi * rho * hbar**4)
C = pbar * gam_t**2 / (rho * v_t**2)
plateau = pi * C / 2


def rate(asym, tun, T, A=A0):
    E = np.hypot(asym, tun)
    return A * tun**2 * E / np.tanh(E / (2 * k * T))


def loss_modulus(asym, tun, omega, T, A=A0):
    """Relaxational loss modulus of one system times volume, in J."""
    E = np.hypot(asym, tun)
    w = rate(asym, tun, T, A)
    debye = omega * w / (w**2 + omega**2)
    return gam_t**2 / (k * T) * (asym / E)**2 / np.cosh(E / (2 * k * T))**2 * debye


def average(kernel, T, lo=1e-10, hi=80.0):
    """Integrate kernel over the density pbar/tun; lo, hi limit tun/kT."""
    def log_grid(a, b):
        n = int(np.ceil(np.log(b / a) / 0.05)) + 1
        t = np.linspace(np.log(a), np.log(b), n)
        w = np.full(n, t[1] - t[0])
        w[0] *= 0.5
        w[-1] *= 0.5
        return np.exp(t) * k * T, w
    asym, wa = log_grid(1e-9, 80.0)
    tun, wt = log_grid(lo, hi)
    values = kernel(asym[:, None], tun[None, :])
    return pbar * np.sum((wa * asym)[:, None] * wt[None, :] * values) / (rho * v_t**2)


def friction(omega, T, A=A0, lo=1e-10, hi=80.0):
    return average(lambda a, t: loss_modulus(a, t, omega, T, A), T, lo, hi)


def reduced_freq(omega, T, A=A0):
    return omega / (A * (2 * k * T)**3)


def closed_form(r):
    """Friction divided by C from the closed inner integral."""
    t = np.linspace(-16.0, np.log(40.0), 4001)
    y = np.exp(t)
    b = np.sqrt(1 - 1j * r * np.tanh(y) / y**3)
    inner = (b * 0.5 * np.log((b + 1) / (b - 1))).imag
    return 2 * np.sum(y * inner / np.cosh(y)**2) * (t[1] - t[0])


# Test: relaxation rate from an explicit phonon sum in a periodic box
E_test, u_test = 2 * k * T0, 0.6
n1 = np.arange(-42, 43)
n_len = np.sqrt(n1[:, None, None]**2 + n1[None, :, None]**2 + n1[None, None, :]**2)
n_len = n_len[n_len > 0]
box_rate = 0.0
for v, gam, count in ((v_l, gam_l, 1), (v_t, gam_t, 2)):
    box = 2 * pi * 30 * hbar * v / E_test
    q = 2 * pi * n_len / box
    strain2 = hbar * q**2 / (2 * rho * box**3 * v * q)
    width = 0.04 * E_test
    delta = np.exp(-0.5 * ((hbar * v * q - E_test) / width)**2) / (width * np.sqrt(2 * pi))
    thermal = 1 / np.tanh(hbar * v * q / (2 * k * T0))
    box_rate += count * 2 * pi / hbar * np.sum((gam * u_test)**2 * strain2 * thermal * delta)
formula_rate = rate(E_test * np.sqrt(1 - u_test**2), E_test * u_test, T0)
# 2 percent: finite box and finite width of the energy delta function
assert abs(box_rate / formula_rate - 1) < 0.02

# Test: work per cycle of one system from its time-dependent rate equation
asym1, tun1 = 1.2 * k * T0, 0.8 * k * T0
omega1 = 0.7 * rate(asym1, tun1, T0)
amp = 0.01 * k * T0 / gam_t


def motion(phase, state):
    a_now = asym1 + 2 * gam_t * amp * np.sin(phase)
    E = np.hypot(a_now, tun1)
    ds = -(state[0] + np.tanh(E / (2 * k * T0))) * rate(a_now, tun1, T0) / omega1
    power = gam_t * a_now / E * state[0] * amp * np.cos(phase) / (k * T0)
    return [ds, power]


start = [-np.tanh(np.hypot(asym1, tun1) / (2 * k * T0)), 0.0]
sol = solve_ivp(motion, (0, 14 * pi), start, t_eval=[12 * pi, 14 * pi],
                rtol=1e-10, atol=1e-13)
work_num = sol.y[1, 1] - sol.y[1, 0]
work_formula = pi * amp**2 * loss_modulus(asym1, tun1, omega1, T0) / (k * T0)
assert abs(work_num / work_formula - 1) < 2e-3

# Test: two-dimensional average against the closed form and both limits
scale = A0 * (2 * k * T0)**3
for r in (1e-4, 1e-2, 1.0, 30.0):
    assert abs(friction(r * scale, T0) / C / closed_form(r) - 1) < 1e-4
limit_ratio = friction(1e-8 * scale, T0) / plateau
assert abs(limit_ratio - 1) < 5e-4
slope_num = (pi / 2 - friction(1e-6 * scale, T0) / C) / np.sqrt(1e-6)
slope = pi**2 / (2 * np.sqrt(2))
assert abs(slope_num / slope - 1) < 0.02
slow_num = friction(1e3 * scale, T0) / C * 1e3
slow_coeff = pi**4 / 96
assert abs(slow_num / slow_coeff - 1) < 0.01

# Worked example
r0 = reduced_freq(omega0, T0)
Q0 = friction(omega0, T0)
lead = 1 - pi / np.sqrt(2) * np.sqrt(r0)
assert abs(Q0 / plateau - lead) < 5e-4
r95 = brentq(lambda r: closed_form(r) / (pi / 2) - 0.95, 1e-7, 1.0)
T95 = (omega0 / (A0 * r95))**(1 / 3) / (2 * k)
assert abs(friction(omega0, T95) / plateau - 0.95) < 1e-3
T_cross = (omega0 / A0)**(1 / 3) / (2 * k)

# Slow end of the distribution
tun_star = 2 * k * T0 * np.sqrt(r0)
share = friction(omega0, T0, hi=tun_star / (k * T0)) / Q0
assert 0.45 < share < 0.62
cut_small, cut_large = 1e-4, 0.1   # cutoffs of tun/k in K
lost_num = friction(omega0, T0, hi=cut_small / T0) / C
lost_formula = pi**2 / 8 * A0 * (k * cut_small)**2 * 2 * k * T0 / omega0
assert abs(lost_num / lost_formula - 1) < 0.01
Q_cut = friction(omega0, T0, lo=cut_large / T0)
assert Q_cut < 0.1 * plateau

# Neglected: resonant absorption; golden-rule average tested at high frequency
quantum, wid = 0.5 * k * T0, 0.025 * k * T0


def resonant(asym, tun):
    E = np.hypot(asym, tun)
    line = np.exp(-0.5 * ((E - quantum) / wid)**2) / (wid * np.sqrt(2 * pi))
    return pi * gam_t**2 * (tun / E)**2 * line * np.tanh(E / (2 * k * T0))


assert abs(average(resonant, T0) / (pi * C * np.tanh(quantum / (2 * k * T0))) - 1) < 0.01
Q_res = pi * C * np.tanh(hbar * omega0 / (2 * k * T0))

# Neglected: thermal hopping; barrier from a diagonalized quartic double well
well_K = 30.0                       # rough well quantum divided by k, in K


def well_levels(barrier, n=161):
    """Two lowest levels; energies in well quanta, lengths in oscillator units."""
    b = np.sqrt(8 * barrier)
    x = np.linspace(-b - 6, b + 6, n)
    dx = x[1] - x[0]
    d = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(d == 0, 1, d)
    kin = np.where(d == 0, pi**2 / 6, (-1.0)**np.abs(d) / safe**2) / dx**2
    return np.linalg.eigvalsh(kin + np.diag(barrier * (1 - x**2 / b**2)**2))[:2]


target = tun_star / k / well_K
barrier = brentq(lambda w: np.log(np.diff(well_levels(w))[0] / target), 0.8, 4.0)
coarse = np.diff(well_levels(barrier, 121))[0]
assert abs(coarse / target - 1) < 1e-5
activation_K = (barrier - well_levels(barrier)[0]) * well_K
attempt = k * well_K / h
hop = attempt * np.exp(-activation_K / T0)
T_hop = activation_K / np.log(attempt / omega0)
assert hop < 1e-3 * omega0 and T_hop > T0

# Neglected: nonlinearity, finite thickness, uncertainty of the rate
strain_lim = k * T0 / (2 * gam_t)
wavelength = h * v_t / (2 * k * T0)
Q_slow = friction(omega0, T0, A=A0 / 10)

print(f"density = {rho:.0f} kg/m3")
print(f"longitudinal, transverse speed = {v_l:.0f}, {v_t:.0f} m/s")
print(f"deformation potentials l, t = {gam_l/qe:.2f}, {gam_t/qe:.2f} eV")
print(f"density of tunnelling systems pbar = {pbar:.2e} 1/(J m3)")
print(f"drive frequency = {freq:.0f} Hz, omega = {omega0:.1f} 1/s")
print(f"temperature of the example = {T0:.2f} K")
print(f"rate constant A = {A0:.4e} 1/(J3 s)")
print(f"A*(2kT)^3 at the example = {scale:.4e} 1/s")
print(f"tunnelling strength C = {C:.4e}")
print(f"plateau pi*C/2 = {plateau:.4e}")
print(f"phonon-sum rate / formula rate = {box_rate/formula_rate:.4f}")
print(f"time-domain work / formula work = {work_num/work_formula:.5f}")
print(f"friction/plateau at r = 1e-8: {limit_ratio:.6f}")
print(f"square-root coefficient: average {slope_num:.4f}, formula {slope:.4f}")
print(f"slow-limit coefficient: average {slow_num:.4f}, formula {slow_coeff:.4f}")
print("T (K), r, friction, friction/plateau, closed form/(pi/2):")
for T in (0.01, 0.03, 0.1, 0.3, 1.0):
    r, Q = reduced_freq(omega0, T), friction(omega0, T)
    print(f"  {T:.2f}  {r:.3e}  {Q:.4e}  {Q/plateau:.5f}  {closed_form(r)/(pi/2):.5f}")
print(f"example: leading-order friction/plateau = {lead:.5f}")
print(f"temperature where r = 1: {T_cross*1e3:.2f} mK")
print(f"r and temperature at 95% of plateau: {r95:.3e}, {T95:.4f} K")
print(f"tunnelling amplitude 2kT*sqrt(r), over k = {tun_star/k*1e3:.3f} mK")
print(f"share of loss from smaller amplitudes = {share:.4f}")
print(f"cutoff {cut_small*1e3:.1f} mK: loss removed/C = {lost_num:.3e}")
print(f"  same from formula = {lost_formula:.3e}")
print(f"cutoff {cut_large*1e3:.0f} mK: friction/plateau = {Q_cut/plateau:.5f}")
print(f"resonant absorption = {Q_res:.3e}")
print(f"resonant absorption/plateau = {Q_res/plateau:.3e}")
print(f"assumed well quantum over k = {well_K:.0f} K")
print(f"barrier = {barrier:.3f} well quanta = {barrier*well_K:.1f} K")
print(f"activation energy above ground level, over k = {activation_K:.1f} K")
print(f"hopping attempt frequency = {attempt:.3e} 1/s")
print(f"hopping rate at the example = {hop:.2e} 1/s")
print(f"temperature where hopping rate = omega: {T_hop:.2f} K")
print(f"strain where 2*gamma*e = kT: {strain_lim:.3e}")
print(f"transverse phonon wavelength at E = 2kT: {wavelength*1e9:.1f} nm")
print(f"rate ten times smaller: friction/plateau = {Q_slow/plateau:.5f}")
print("all tests passed")
```

Output:

```
density = 2200 kg/m3
longitudinal, transverse speed = 5800, 3800 m/s
deformation potentials l, t = 1.00, 0.65 eV
density of tunnelling systems pbar = 8.00e+44 1/(J m3)
drive frequency = 1000 Hz, omega = 6283.2 1/s
temperature of the example = 1.00 K
rate constant A = 1.8300e+76 1/(J3 s)
A*(2kT)^3 at the example = 3.8529e+08 1/s
tunnelling strength C = 2.7312e-04
plateau pi*C/2 = 4.2901e-04
phonon-sum rate / formula rate = 1.0033
time-domain work / formula work = 0.99993
friction/plateau at r = 1e-8: 0.999778
square-root coefficient: average 3.4738, formula 3.4894
slow-limit coefficient: average 1.0145, formula 1.0147
T (K), r, friction, friction/plateau, closed form/(pi/2):
  0.01  1.631e+01  1.4937e-05  0.03482  0.03482
  0.03  6.040e-01  1.3428e-04  0.31301  0.31301
  0.10  1.631e-02  3.3433e-04  0.77930  0.77930
  0.30  6.040e-04  4.0713e-04  0.94899  0.94899
  1.00  1.631e-05  4.2522e-04  0.99116  0.99116
example: leading-order friction/plateau = 0.99103
temperature where r = 1: 25.36 mK
r and temperature at 95% of plateau: 5.789e-04, 0.3043 K
tunnelling amplitude 2kT*sqrt(r), over k = 8.077 mK
share of loss from smaller amplitudes = 0.5582
cutoff 0.1 mK: loss removed/C = 1.893e-04
  same from formula = 1.891e-04
cutoff 100 mK: friction/plateau = 0.00297
resonant absorption = 2.059e-11
resonant absorption/plateau = 4.799e-08
assumed well quantum over k = 30 K
barrier = 1.930 well quanta = 57.9 K
activation energy above ground level, over k = 43.4 K
hopping attempt frequency = 6.251e+11 1/s
hopping rate at the example = 8.56e-08 1/s
temperature where hopping rate = omega: 2.36 K
strain where 2*gamma*e = kT: 6.629e-05
transverse phonon wavelength at E = 2kT: 91.2 nm
rate ten times smaller: friction/plateau = 0.97273
all tests passed
```
